# Why second-order perturbation theory is finite in the two-dimensional electron gas: a numerical check

```python
"""Correlation energy of the unpolarised two-dimensional electron gas, rs -> 0.

Result under test (hartree per electron):
    E_c = C2 - c*rs*ln(rs) + O(rs),   c = sqrt(2)*(10/(3*pi) - 1)
    C2  = (ln 2 - 1) + second-order exchange, independent of density.
Symbols: rs = radius of the disk holding one electron, in bohr;
kF = sqrt(2)/rs = Fermi wavevector; q = momentum transfer; v = 2*pi/q;
x = q/(2 kF); nu = omega/(q kF); Pi = polarisation at imaginary frequency.
Functions without an rs argument use kF = 1.
"""
import numpy as np
import mpmath
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
pi = np.pi


def gauss(low, high, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (t + 1) / 2, w * (high - low) / 2


# ---- second order from its definition: strips of allowed excitations ----
def strips(q, dim):
    """Excitation energy q*z; measure of occupied k with k+q empty."""
    edges = [0, 1 - q / 2, 1 + q / 2] if q < 2 else [q / 2 - 1, q / 2 + 1]
    angle, w = gauss(0, pi, 100)
    z_all, m_all = [], []
    for low, high in zip(edges[:-1], edges[1:]):
        half = (high - low) / 2
        z = (high + low) / 2 - half * np.cos(angle)
        inner = np.maximum(1 - (z - q / 2) ** 2, 0)
        outer = np.maximum(1 - (z + q / 2) ** 2, 0)
        if dim == 2:
            section = 2 * (np.sqrt(inner) - np.sqrt(outer))
        else:
            section = pi * (inner - outer)
        z_all.append(z)
        m_all.append(section * half * np.sin(angle) * w)
    return np.concatenate(z_all), np.concatenate(m_all)


def pair_sum(q, dim):
    z, m = strips(q, dim)
    return np.sum(m[:, None] * m[None, :] / (q * (z[:, None] + z[None, :])))


def direct_density(q):
    """Minus the direct second-order energy per electron and per unit q."""
    return pair_sum(q, 2) / (2 * pi**2 * q)


def slope(function, q=1e-3):
    return np.log(function(2 * q) / function(q)) / np.log(2)


slope_2d = slope(direct_density)
slope_3d = slope(lambda q: q**2 * q**-4 * pair_sum(q, 3))
assert abs(slope_2d) < 0.02
assert abs(slope_3d + 1) < 0.02
density_limit = (4 - pi) / (2 * pi)
assert abs(direct_density(1e-4) - density_limit) < 1e-3

q_low, w_low = gauss(0, 2, 50)
t_high, w_high = gauss(0, 1, 40)
direct_strips = -sum(w * direct_density(q) for q, w in zip(q_low, w_low))
direct_strips -= sum(w * direct_density(2 / t) * 2 / t**2
                     for t, w in zip(t_high, w_high))
direct = np.log(2) - 1
assert abs(direct_strips - direct) < 2e-4


# ---- closed polarisation against the strips; powers of the ring terms ----
def reduced_polarisation(x, nu):
    """pi*Pi, equal to 1 in the static long-wave limit."""
    return 1 - np.sqrt((x + 1j * nu) ** 2 - 1).real / x


for q, omega in [(0.7, 0.4), (1.5, 0.9), (2.6, 1.1)]:
    z, m = strips(q, 2)
    defined = np.sum(m * 2 * q * z / ((q * z) ** 2 + omega**2)) / (2 * pi**2)
    assert abs(defined - reduced_polarisation(q / 2, omega / q) / pi) < 1e-6

# x + i nu = cosh(a + i b) must turn pi*Pi into 1 - tanh(a)
for a, b in [(0.3, 0.4), (1.1, 1.3), (0.05, 0.9)]:
    point = np.cosh(a + 1j * b)
    value = reduced_polarisation(point.real, point.imag)
    assert abs(value - (1 - np.tanh(a))) < 1e-12


def ring_density(q, order):
    """q * integral over omega of (v*Pi)**order."""
    angle, w = gauss(0, pi / 2, 400)
    omega = q * np.tan(angle)
    weight = w * q / np.cos(angle) ** 2
    v_pi = 2 / q * reduced_polarisation(q / 2, omega / q)
    return q * np.sum(weight * v_pi**order)


ring_slopes = {n: slope(lambda q: ring_density(q, n)) for n in (2, 3, 4)}
for n, found in ring_slopes.items():
    assert abs(found - (2 - n)) < 0.02


# ---- second-order exchange: reduced double integral ----
u, wu = gauss(0, 1, 320)
phi = (pi * (3 * u**2 - 2 * u**3))[:, None]
w_phi = (pi * 6 * u * (1 - u) * wu)[:, None]
zz = (20 * u**3)[None, :]
w_zz = (60 * u**2 * wu)[None, :]
sh, ch, sn = np.sinh(zz), np.cosh(zz), np.sin(phi)
# cosh z + cos phi written without cancellation
den = 2 * np.sinh(zz / 2) ** 2 + 2 * np.cos(phi / 2) ** 2
area = sh / den * np.arctan(np.tanh(zz / 2) / np.tan(phi / 2))
kernel_x = np.log((np.sqrt(sh**2 + sn**2) + ch * sn) / ((1 + sn) * sh)) / sn
kernel_d = np.log1p((sn / sh) ** 2) / (2 * sn**2)
exchange2 = 2 / pi**2 * np.sum(w_phi * w_zz * area * kernel_x)
direct_geometry = -4 / pi**2 * np.sum(w_phi * w_zz * area * kernel_d)
assert abs(direct_geometry - direct) < 2e-4

beta4 = (mpmath.zeta(4, 0.25) - mpmath.zeta(4, 0.75)) / 256
closed_form = float(mpmath.catalan - 8 * beta4 / mpmath.pi**2)
assert abs(exchange2 - closed_form) < 2e-6

# Monte Carlo over the original momenta: k1, k2 occupied, k1+q, k2-q empty,
# q2 = k1-k2+q is the exchanged transfer and q.q2 the energy denominator
rng = np.random.default_rng(7)
total = total_sq = 0.0
samples, chunk = 8_000_000, 500_000
for _ in range(samples // chunk):
    r = rng.random((5, chunk))
    radius, turn = np.sqrt(r[0]), 2 * pi * r[1]
    kx, ky = radius * np.cos(turn), radius * np.sin(turn)
    q1 = (r[2] / (1 - r[2])) ** 2
    q2 = (r[3] / (1 - r[3])) ** 2
    theta = pi * (r[4] - 0.5)
    q2x, q2y = q2 * np.cos(theta), q2 * np.sin(theta)
    allowed = (((kx + q1) ** 2 + ky**2 > 1)
               & ((kx - q2x) ** 2 + (ky - q2y) ** 2 > 1)
               & ((kx + q1 - q2x) ** 2 + (ky - q2y) ** 2 < 1))
    s, t, th = r[2][allowed], r[3][allowed], theta[allowed]
    f = 0.25 * 4 / (s * (1 - s) * t * (1 - t) * np.cos(th))
    total += f.sum()
    total_sq += (f**2).sum()
mc_mean = total / samples
mc_error = np.sqrt((total_sq / samples - mc_mean**2) / samples)
assert mc_error < 0.02 * exchange2
assert abs(mc_mean - exchange2) < 4 * mc_error

second_order = direct + exchange2
assert abs(second_order + 0.1925) < 5e-5


# ---- ring sum beyond second order, and its logarithm ----
def beyond_second(X):
    """ln(1+X) - X + X^2/2, by series where the difference cancels."""
    small = np.minimum(X, 0.02)
    series = sum((-1) ** (n + 1) * small**n / n for n in range(3, 10))
    return np.where(X < 0.02, series, np.log1p(X) - X + X**2 / 2)


def ring_remainder(rs):
    kf = np.sqrt(2) / rs
    a, wa = gauss(0, 12, 140)
    log_b, wb = gauss(np.log(1e-13), np.log(pi / 2), 300)
    a, wa = a[:, None], wa[:, None]
    b = np.exp(log_b)[None, :]
    x = np.cosh(a) * np.sin(b)
    jacobian = np.cosh(a) ** 2 - np.sin(b) ** 2
    X = 2 / (1 + np.exp(2 * a)) / (kf * x)
    terms = wa * wb[None, :] * b * jacobian * x**2 * beyond_second(X)
    return 4 * kf**2 / pi * np.sum(terms)


# same quantity at rs = 1 in the plain variables x, nu
s, ws = gauss(0, 1, 400)
grid, w_grid = s / (1 - s), ws / (1 - s) ** 2
X = reduced_polarisation(grid[:, None], grid[None, :])
X = np.maximum(X, 0) / (np.sqrt(2) * grid[:, None])
plain = 8 / pi * np.sum((w_grid * grid**2)[:, None] * w_grid[None, :]
                        * beyond_second(X))
assert abs(plain / ring_remainder(1.0) - 1) < 2e-3

i3 = quad(lambda t: (1 - np.sin(t)) ** 3 / np.cos(t) ** 2, 0, pi / 2)[0]
assert abs(i3 - (5 - 1.5 * pi)) < 1e-8
log_coeff = np.sqrt(2) * (10 / (3 * pi) - 1)
tiny = 1e-5
log_numeric = (ring_remainder(tiny / 2) / (tiny / 2)
               - ring_remainder(tiny) / tiny) / np.log(2)
assert abs(log_numeric - log_coeff) < 2e-4
ring_constant = ring_remainder(tiny) / tiny + log_coeff * np.log(tiny)


# ---- exchange level: only a logarithm at the Fermi circle ----
def exchange_level(k):
    if k <= 1:
        chord = quad(lambda t: 4 * np.sqrt(1 - (k * np.sin(t)) ** 2),
                     0, pi / 2, limit=200)[0]
    else:
        chord = quad(lambda t: 4 * np.cos(t) ** 2
                     / np.sqrt(k**2 - np.sin(t) ** 2),
                     0, pi / 2, limit=200)[0]
    return -chord / (2 * pi)


def level_slope(q):
    return (exchange_level(1 + q / 2) - exchange_level(1 - q / 2)) / q


level_step = level_slope(5e-4) - level_slope(1e-3)
assert abs(level_step / (np.log(2) / pi) - 1) < 0.02
first_order = quad(lambda k: k * exchange_level(k), 0, 1)[0]
assert abs(first_order + 4 / (3 * pi)) < 1e-6

# ---- output ----
rs = 0.1
kf = np.sqrt(2) / rs
log_term = -log_coeff * rs * np.log(rs)
remainder = ring_remainder(rs)
print("GENERAL RESULTS")
print(f"power of q, second order, 2D: {slope_2d:.3f}")
print(f"power of q, second order, 3D: {slope_3d:.3f}")
for n in (3, 4):
    print(f"power of q, ring of order {n}, 2D: {ring_slopes[n]:.3f}")
for q in (0.001, 0.01, 0.1, 1.0):
    print(f"direct density at q = {q} kF: "
          f"{-direct_density(q) * HARTREE:.3f} eV per unit q/kF")
print(f"its limit at q = 0: {-density_limit * HARTREE:.3f} eV per unit q/kF")
print(f"direct term, formula: {direct * HARTREE:.4f} eV")
print(f"direct term, strips: {direct_strips * HARTREE:.4f} eV")
print(f"exchange term, double integral: {exchange2 * HARTREE:.4f} eV")
print(f"exchange term, Monte Carlo: {mc_mean * HARTREE:.3f} eV")
print(f"Monte Carlo standard error: {mc_error * HARTREE:.3f} eV")
print(f"double integral minus closed form: "
      f"{(exchange2 - closed_form) * HARTREE:.1e} eV")
print(f"second order, total: {second_order:.4f} hartree")
print(f"second order, total: {second_order * HARTREE:.3f} eV")
print(f"integral I3: {i3:.5f}")
print(f"coefficient of rs ln rs: {-log_coeff:.4f} hartree")
print(f"coefficient of rs ln rs: {-log_coeff * HARTREE:.3f} eV")
print(f"same from ring sum near rs = {tiny:.0e}: "
      f"{-log_numeric * HARTREE:.3f} eV")
print(f"ring part of the coefficient of rs: {ring_constant * HARTREE:.3f} eV")
print(f"EXAMPLE, rs = {rs}")
print(f"disk radius: {rs * BOHR:.5f} angstrom")
print(f"density: {1 / (pi * (rs * BOHR) ** 2):.2f} per square angstrom")
print(f"Fermi wavevector: {kf / BOHR:.2f} per angstrom")
print(f"screening wavevector 2/a0: {2 / BOHR:.3f} per angstrom")
print(f"kinetic energy: {kf**2 / 4 * HARTREE:.1f} eV")
print(f"first-order exchange: {first_order * kf * HARTREE:.2f} eV")
print(f"second order: {second_order * HARTREE:.3f} eV")
print(f"logarithmic term: {log_term * HARTREE:.3f} eV")
print(f"ring sum beyond second order: {remainder * HARTREE:.3f} eV")
print(f"second order + ring remainder: "
      f"{(second_order + remainder) * HARTREE:.3f} eV")
print("TABLE: rs, logarithmic term (eV), ring sum beyond 2nd order (eV)")
for r in (0.001, 0.01, 0.1, 1.0):
    print(f"{r:6.3f} {-log_coeff * r * np.log(r) * HARTREE + 0.0:10.5f} "
          f"{ring_remainder(r) * HARTREE:10.5f}")
print("PASS")
```

It prints:

```
GENERAL RESULTS
power of q, second order, 2D: -0.000
power of q, second order, 3D: -1.000
power of q, ring of order 3, 2D: -1.000
power of q, ring of order 4, 2D: -2.000
direct density at q = 0.001 kF: -3.718 eV per unit q/kF
direct density at q = 0.01 kF: -3.718 eV per unit q/kF
direct density at q = 0.1 kF: -3.715 eV per unit q/kF
direct density at q = 1.0 kF: -3.406 eV per unit q/kF
its limit at q = 0: -3.718 eV per unit q/kF
direct term, formula: -8.3499 eV
direct term, strips: -8.3499 eV
exchange term, double integral: 3.1118 eV
exchange term, Monte Carlo: 3.121 eV
Monte Carlo standard error: 0.015 eV
double integral minus closed form: -2.9e-13 eV
second order, total: -0.1925 hartree
second order, total: -5.238 eV
integral I3: 0.28761
coefficient of rs ln rs: -0.0863 hartree
coefficient of rs ln rs: -2.349 eV
same from ring sum near rs = 1e-05: -2.349 eV
ring part of the coefficient of rs: 1.986 eV
EXAMPLE, rs = 0.1
disk radius: 0.05292 angstrom
density: 113.67 per square angstrom
Fermi wavevector: 26.72 per angstrom
screening wavevector 2/a0: 3.779 per angstrom
kinetic energy: 1360.6 eV
first-order exchange: -163.33 eV
second order: -5.238 eV
logarithmic term: 0.541 eV
ring sum beyond second order: 0.752 eV
second order + ring remainder: -4.486 eV
TABLE: rs, logarithmic term (eV), ring sum beyond 2nd order (eV)
 0.001    0.01622    0.01821
 0.010    0.10816    0.12816
 0.100    0.54081    0.75220
 1.000    0.00000    2.95691
PASS
```
